\section*{Energy Cost of Fixed Supercell Volume for a Point Defect, part 1}

(Sections cited here and not found follow in the second part.)

\section{Strain, volume and pressure of a defective cell}

A point defect can be calculated in a supercell: a block of crystal with one defect, repeated periodically. The defect pushes its surroundings outward or pulls them inward. The calculation may keep the cell at the volume of the perfect crystal, or let the cell expand or contract until its stress vanishes. The two choices give different energies, and the problem is to find the difference and its meaning for a single defect in a large crystal.

Let $W$ be the volume of the defect-free cell at zero stress. The defective cell has the same number of lattice sites. Its homogeneous strain $\varepsilon_{ij}$ is symmetric and is measured from the perfect cell, so $\varepsilon=0$ means that the cell vectors are those of the perfect crystal. Repeated indices are summed, $A:B$ means $A_{ij}B_{ij}$, and $\mathbf 1$ is the unit tensor. Tensile stress is positive, and so is compressive pressure. The defect is neutral, the temperature is zero unless stated otherwise, and the atoms inside the cell are relaxed at each strain.

\subsection{(a) How does the energy depend on the cell strain?}

Find the energy $E(\varepsilon)$ of the defective cell to leading order in $1/W$, and identify the terms that are dropped.

\paragraph{Solution.} The perfect cell has no stress at $\varepsilon=0$, so its energy has no linear term:
\begin{equation}
E_{\rm perf}(\varepsilon)=E_{\rm perf}(0)+\frac W2\,\varepsilon:C:\varepsilon+O(W\varepsilon^3).
\end{equation}
Here $C$ is the stiffness tensor of the perfect crystal. It is positive definite because the crystal is stable.

Introducing the defect changes the energy by an amount that stays finite as the cell grows, since only one defect is added. This change depends on the strain in which the defect sits. Its expansion is
\begin{equation}
E(\varepsilon)-E_{\rm perf}(\varepsilon)=\Delta_0-P:\varepsilon+\frac12\,\varepsilon:A:\varepsilon+\cdots .
\end{equation}
The symmetric tensor $P$ is the elastic dipole of the defect and has the unit of energy. The minus sign is a convention: a defect that pushes outward has positive diagonal elements of $P$, and expansion lowers its energy. The tensor $A$ describes the change of stiffness caused by the defect. Both $P$ and $A$ approach values independent of $W$.

Adding the two expansions, with $E_0=E_{\rm perf}(0)+\Delta_0$, gives
\begin{equation}
E(\varepsilon)=E_0+\frac W2\,\varepsilon:C:\varepsilon-P:\varepsilon .
\label{eq:energy}
\end{equation}
To see that the omitted terms are small, balance the two strain terms that were kept. The balance $W C\varepsilon\sim P$ gives $\varepsilon\sim1/W$, so both kept terms are of order $1/W$. The term with $A$ is of order $\varepsilon^2\sim1/W^2$, and the anharmonic term is of order $W\varepsilon^3\sim1/W^2$. Each is smaller than the kept terms by one factor $1/W$.

The constant $E_0$ contains the interaction of the defect with its periodic images at zero average strain. It therefore depends on $W$ as well. This does not matter for the difference between two strain states of the same cell, because $E_0$ is common to both. It will matter when either state is compared with an isolated defect.

\subsection{(b) What is the relaxation volume?}

Find the strain at zero stress and the resulting volume change $dV$. Relate the bulk modulus $B$ to the compliance tensor $S=C^{-1}$.

\paragraph{Solution.} The average stress is the derivative of the energy with respect to strain, per unit volume:
\begin{equation}
\sigma=\frac1W\frac{\partial E}{\partial\varepsilon}=C:\varepsilon-\frac PW .
\label{eq:stress}
\end{equation}
Setting it to zero and multiplying by $S$ gives the relaxed strain
\begin{equation}
\varepsilon^*=\frac1W\,S:P .
\label{eq:free}
\end{equation}
To first order in strain, the relative volume change is the trace of the strain. Therefore
\begin{equation}
dV=W\,\mathrm{tr}\,\varepsilon^*=\mathbf 1:S:P .
\label{eq:dv}
\end{equation}
The volume $W$ has cancelled. A larger cell strains less, but has more volume to strain, so $dV$ is a property of the defect and its host at this order.

This is the relaxation volume, defined at a fixed number of lattice sites. The volume of forming a vacancy or an interstitial also contains the volume of the site created or removed when an atom is moved to or from the surface. That site volume must not be included in $dV$ here, because it does not strain the supercell.

For the bulk modulus, apply a pressure $p$ to the perfect crystal. The stress is $-p\mathbf 1$, the strain is $-p\,S:\mathbf 1$, and the relative volume change is $-p\,\mathbf 1:S:\mathbf 1$. By definition $B$ is the pressure divided by the relative volume decrease, hence
\begin{equation}
\frac1B=\mathbf 1:S:\mathbf 1=S_{iijj}.
\label{eq:bulk}
\end{equation}
This holds for any crystal symmetry. In a noncubic crystal the shape changes under pressure, and the $B$ defined here allows it to do so.

If the dipole is isotropic, $P=\Pi\mathbf 1$, equations (\ref{eq:dv}) and (\ref{eq:bulk}) give $dV=\Pi/B$. In a cubic crystal a more general relation holds. Pressure then produces an isotropic strain, so $S:\mathbf 1=\mathbf 1/(3B)$ and
\begin{equation}
dV=\frac{\mathrm{tr}\,P}{3B}.
\label{eq:cubicdv}
\end{equation}

\subsection{(c) What does holding the volume cost?}

Keep the volume at $W$, but let the shape of the cell relax. Find the energy relative to the stress-free cell, without assuming a crystal symmetry.

\paragraph{Solution.} Measure the strain from the stress-free state by writing $\eta=\varepsilon-\varepsilon^*$. The square of this difference is
\begin{align}
\frac W2\,\eta:C:\eta
&=\frac W2\,\varepsilon:C:\varepsilon-W\varepsilon:C:\varepsilon^*
+\frac W2\,\varepsilon^*:C:\varepsilon^*\nonumber\\
&=\frac W2\,\varepsilon:C:\varepsilon-P:\varepsilon+\frac12P:\varepsilon^* .
\end{align}
The second line uses $C:\varepsilon^*=P/W$, from (\ref{eq:free}). Comparison with (\ref{eq:energy}) shows that
\begin{equation}
E(\varepsilon)=E_{\rm free}+\frac W2\,\eta:C:\eta,
\qquad E_{\rm free}=E_0-\frac12P:\varepsilon^* .
\label{eq:square}
\end{equation}
Since $C$ is positive definite, $E_{\rm free}$ is the minimum, reached at zero stress.

Fixed volume means $\mathrm{tr}\,\varepsilon=0$. As the stress-free strain has trace $dV/W$, the constraint on $\eta$ is
\begin{equation}
\mathrm{tr}\,\eta=-\frac{dV}{W}.
\label{eq:constraint}
\end{equation}
Introduce a Lagrange multiplier $\lambda$ and make
$\frac W2\eta:C:\eta-\lambda(\mathrm{tr}\,\eta+dV/W)$ stationary. Its derivative with respect to $\eta$ vanishes when
\begin{equation}
W C:\eta=\lambda\mathbf 1,
\qquad\text{so that}\qquad
\eta=\frac\lambda W\,S:\mathbf 1 .
\label{eq:eta}
\end{equation}
The trace of the second equation is $\lambda/(WB)$, by (\ref{eq:bulk}). Equating it to $-dV/W$ gives $\lambda=-B\,dV$. The energy follows by using the first equation of (\ref{eq:eta}):
\begin{align}
E_{\rm vol}-E_{\rm free}
&=\frac12\eta:(W C:\eta)=\frac\lambda2\,\mathrm{tr}\,\eta\nonumber\\
&=\frac12(-B\,dV)\left(-\frac{dV}{W}\right)
=\frac{B\,dV^2}{2W}.
\label{eq:cost}
\end{align}

This stationary state is the constrained minimum. Any other allowed strain is $\eta+\zeta$ with $\mathrm{tr}\,\zeta=0$. The cross term in its energy is $\zeta:(WC:\eta)=\lambda\,\mathrm{tr}\,\zeta=0$, while the remaining term $\frac W2\zeta:C:\zeta$ is not negative.

The cost is positive for both signs of $dV$, since a cell that wants to shrink is stretched and one that wants to grow is compressed. It vanishes as $1/W$. Doubling $dV$ multiplies it by four.

\subsection{(d) Can the pressure alone give the cost?}

Find the pressure at fixed volume and express the cost through it. Then consider a reference cell whose lattice constant is slightly wrong.

\paragraph{Solution.} Using $C:\varepsilon^*=P/W$, the stress (\ref{eq:stress}) becomes $\sigma=C:\eta$. Equation (\ref{eq:eta}) shows that it equals $(\lambda/W)\mathbf 1$. The stress is hydrostatic, as expected when the shape is free, and the pressure is
\begin{equation}
p=-\frac\lambda W=\frac{B\,dV}{W}.
\label{eq:pressure}
\end{equation}

Now hold the cell at volume $W+v$ instead. The trace of $\eta$ becomes $(v-dV)/W$, and the same derivation gives
\begin{equation}
E(v)=E_{\rm free}+\frac{B(v-dV)^2}{2W},
\qquad p(v)=-\frac{dE}{dv}=\frac{B(dV-v)}{W}.
\end{equation}
The pressure falls linearly from $p$ to zero as $v$ goes from zero to $dV$. The energy released is the area of a triangle,
\begin{equation}
E_{\rm vol}-E_{\rm free}=\int_0^{dV}p(v)\,dv=\frac12p\,dV=\frac{p^2W}{2B}.
\label{eq:pcost}
\end{equation}
The last form needs only the pressure of a fixed-volume calculation and the bulk modulus. The product $p\,dV$ would count the initial pressure through the whole relaxation and give twice the released energy.

Suppose that the perfect cell already has a pressure $p_0$ at the chosen volume. The pressure of the defective cell is then $p_0+B\,dV/W$. Releasing it gives an energy $(p_0+B\,dV/W)^2W/(2B)$, but the perfect cell also releases $p_0^2W/(2B)$. At fixed chemical potentials, the change in formation energy is the difference:
\begin{equation}
\frac W{2B}\left[\left(p_0+\frac{B\,dV}{W}\right)^2-p_0^2\right]
=p_0\,dV+\frac{B\,dV^2}{2W}.
\end{equation}
The first term does not vanish in a large cell. Equation (\ref{eq:cost}) is therefore the complete difference of formation energies at this order if the reference cell is stress-free.

\subsection{(e) What if the shape is held as well?}

Keep all cell vectors fixed. Find the cost in a cubic crystal for a general dipole, and state when it equals (\ref{eq:cost}).

\paragraph{Solution.} With $\varepsilon=0$ one has $\eta=-\varepsilon^*$. The cost from (\ref{eq:square}) is
\begin{equation}
E_{\rm clamp}-E_{\rm free}=\frac W2\varepsilon^*:C:\varepsilon^*
=\frac12P:\varepsilon^* .
\label{eq:clampgeneral}
\end{equation}
Separate the dipole into an isotropic part $\frac13(\mathrm{tr}\,P)\mathbf 1$, a traceless diagonal part $t$, and the off-diagonal elements. Cubic symmetry lets the three parts be treated separately.

The isotropic part contributes $\frac12\cdot\frac13\mathrm{tr}\,P\cdot\mathrm{tr}\,\varepsilon^*$. By (\ref{eq:cubicdv}) this is $\frac12(B\,dV)(dV/W)$. For a traceless diagonal strain $e$, the stress along $x$ is $C_{11}e_{xx}+C_{12}(e_{yy}+e_{zz})=(C_{11}-C_{12})e_{xx}$. Hence $e=t/[W(C_{11}-C_{12})]$. For shear, $\sigma_{yz}=2C_{44}\varepsilon_{yz}$, so $\varepsilon^*_{yz}=P_{yz}/(2WC_{44})$. The elements $yz$ and $zy$ both enter the contraction in (\ref{eq:clampgeneral}), which cancels one factor of two. Altogether,
\begin{equation}
E_{\rm clamp}-E_{\rm free}=\frac{B\,dV^2}{2W}
+\frac{t:t}{2W(C_{11}-C_{12})}
+\frac{P_{yz}^2+P_{xz}^2+P_{xy}^2}{2WC_{44}} .
\label{eq:clamp}
\end{equation}

The additional terms are never negative, and both vanish for an isotropic dipole. A defect with tetrahedral site symmetry has such a dipole. A twofold rotation about one cubic axis reverses the sign of the two off-diagonal elements that involve this axis, so they must vanish. Rotations about two different axes remove all three. Its threefold rotations interchange the axes and make the diagonal elements equal. For this defect, holding the volume and holding all cell vectors have the same cost at this order.

\section{The isolated defect and a silicon example}

From the first half, $W$ is the stress-free volume of the perfect cell, $dV$ the relaxation volume, $B$ the bulk modulus, and $C$ the stiffness. The strain energy of the defective cell is $\frac W2\varepsilon:C:\varepsilon-P:\varepsilon$. For an isotropic dipole $P=\Pi\mathbf 1$, with $\Pi=B\,dV$, the clamped cell lies above the stress-free cell by
\begin{equation}
Q=\frac{B\,dV^2}{2W},
\label{eq:q}
\end{equation}
and has pressure $p=B\,dV/W$. The defects below have isotropic dipoles unless stated otherwise.

\subsection{(f) Which cell is closer to an isolated defect?}

Treat the host as an elastic continuum and express the energy of the clamped cell relative to an isolated defect.

\paragraph{Solution.} Give the defect a narrow, even core profile $g(\mathbf r)$ with unit integral. A displacement field $\mathbf u$ then has the elastic energy of the host minus $\Pi\int g\,\nabla\cdot\mathbf u\,d^3r$. For a uniform strain this second term is $-\Pi\,\mathrm{tr}\,\varepsilon$, in agreement with the dipole energy.

In the clamped cell the average strain is zero, so $\mathbf u$ is periodic. Its Fourier components can be written as $\mathbf u_{\mathbf k}=-i\mathbf w_{\mathbf k}$, with $\mathbf w_{\mathbf k}$ real and odd in $\mathbf k$. An additional real part of $\mathbf u_{\mathbf k}$ would be even in $\mathbf k$. It would add elastic energy but have no net coupling to the even profile, so it is zero at the minimum. The divergence has components $i\mathbf k\cdot\mathbf u_{\mathbf k}=\mathbf k\cdot\mathbf w_{\mathbf k}$, and
\begin{equation}
E_{\rm el}=\sum_{\mathbf k\ne0}\left[
\frac W2\,\mathbf w_{\mathbf k}\cdot M(\mathbf k)\mathbf w_{\mathbf k}
-\Pi\,\hat g(\mathbf k)\,\mathbf k\cdot\mathbf w_{\mathbf k}\right].
\end{equation}
Here $M_{ij}(\mathbf k)=C_{iljm}k_lk_m$, and $\hat g(\mathbf k)=\int g\,e^{-i\mathbf k\cdot\mathbf r}d^3r$ satisfies $\hat g(0)=1$. Each term is smallest at
\begin{equation}
\mathbf w_{\mathbf k}=\frac{\Pi\hat g(\mathbf k)}W\,M(\mathbf k)^{-1}\mathbf k .
\label{eq:w}
\end{equation}
At this minimum the quadratic term is half the magnitude of the linear one. Define $f(\hat{\mathbf k})=\hat{\mathbf k}\cdot M(\hat{\mathbf k})^{-1}\hat{\mathbf k}$. Because $M$ is quadratic in $k$, the length of $\mathbf k$ cancels, leaving
\begin{equation}
E_{\rm el}=-\frac{\Pi^2}{2W}\sum_{\mathbf k\ne0}\hat g(\mathbf k)^2f(\hat{\mathbf k}).
\end{equation}

As the cell becomes infinitely large, $\sum_{\mathbf k}$ becomes $W\int d^3k/(2\pi)^3$. This gives the isolated defect. Subtracting its energy and inserting $\Pi=B\,dV$, one finds
\begin{align}
E_{\rm clamp}-E_{\rm iso}&=sQ,\label{eq:s}\\
s&=B\left[W\int\frac{d^3k}{(2\pi)^3}\hat g^2f
-\sum_{\mathbf k\ne0}\hat g^2f\right].\nonumber
\end{align}
The stress-free energy is lower than the clamped one by $Q$. It therefore satisfies
\begin{equation}
E_{\rm free}-E_{\rm iso}=-(1-s)Q .
\label{eq:freeiso}
\end{equation}
Removing the average stress does not remove the interaction with the images. If $0<s<1$, the isolated energy lies between the two calculated energies. Eliminating $Q$ from the two equations gives
\begin{equation}
E_{\rm iso}=(1-s)E_{\rm clamp}+sE_{\rm free}.
\end{equation}
The clamped cell is the closer one if $s<1/2$.

For an isotropic dipole, the clamped cell lies above the stress-free cell by $Q=B\,dV^2/(2W)$, and the fraction $s$ places the isolated defect relative to both. It remains to evaluate $s$, test these laws in an atomistic crystal, and apply them to boron in silicon with an estimate of the neglected effects.
